# Uniform valley-odd pseudomagnetic field from a threefold strain in graphene: test program

```python
"""
Result under test: graphene displaced by u_r = c r^2 sin(3 theta),
u_theta = c r^2 cos(3 theta), theta measured from a zigzag axis, has
the pseudomagnetic field B = valley * 4 hbar beta c / (e a), valley = +1, -1.
a: bond length, t: hopping, beta: -d ln(t)/d ln(length), c: strain gradient
parameter. Electron charge is -e, so q -> q + e A / hbar.
Lengths are in nm, energies in eV, fields in T unless stated otherwise.
Sites are labelled by their undeformed positions.
"""
import numpy as np
from scipy import constants as const
from scipy import sparse
from scipy.sparse.linalg import spsolve

a, t, beta = 0.142, 2.7, 3.0        # rough typical graphene values
c, R = 2.0e-4, 100.0               # chosen example: 1/nm and nm
flux = const.hbar / const.e * 1e18  # hbar/e in T nm^2
s3 = np.sqrt(3.0)
delta = a * np.array([[0, 1], [s3 / 2, -0.5], [-s3 / 2, -0.5]])
K = np.array([4 * np.pi / (3 * s3 * a), 0.0])
ex, ey = np.eye(2)
origin = np.zeros(2)


def displacement(p, cc=c, phi=0.0):
    """Polar definition, expressed in crystal axes; phi turns the crystal."""
    r, th = np.hypot(p[0], p[1]), np.arctan2(p[1], p[0])
    ur = cc * r**2 * np.sin(3 * (th + phi))
    ut = cc * r**2 * np.cos(3 * (th + phi))
    return np.array([ur * np.cos(th) - ut * np.sin(th),
                     ur * np.sin(th) + ut * np.cos(th)])


def gradient(p, cc=c, phi=0.0):
    """Entry [i, j] is the derivative of u_j along axis i."""
    return np.array([(displacement(p + e, cc, phi)
                      - displacement(p - e, cc, phi)) / 2 for e in (ex, ey)])


def deformed(p, bonds, cc=c, phi=0.0):
    return np.array([d + displacement(p + d / 2, cc, phi)
                     - displacement(p - d / 2, cc, phi) for d in bonds])


def hoppings(new_bonds, law="exp"):
    if law == "linear":
        stretch = np.sum((new_bonds - delta) * delta, axis=1) / a**2
        return t * (1 - beta * stretch)
    stretch = np.linalg.norm(new_bonds, axis=1) / a - 1
    return t * np.exp(-beta * stretch)


def dirac_point(hop, valley):
    """Newton search for the zero of sum hop*exp(i k.delta)."""
    k = valley * K
    for _ in range(12):
        w = hop * np.exp(1j * (delta @ k))
        f, g = w.sum(), 1j * (w @ delta)
        J = np.array([g.real, g.imag])
        k = k - np.linalg.solve(J, [f.real, f.imag])
    return k, abs(np.linalg.det(J))


def local_field(p, valley, cc=c, phi=0.0, law="exp", lab=False):
    """Field in T from the numerical curl of the Dirac wavevector."""
    def kd(q):
        k = dirac_point(hoppings(deformed(q, delta, cc, phi), law), valley)[0]
        if lab:
            k = np.linalg.solve(np.eye(2) + gradient(q, cc, phi), k)
        return k
    curl = (kd(p + ex)[1] - kd(p - ex)[1] - kd(p + ey)[0] + kd(p - ey)[0]) / 2
    return -flux * curl


def local_E1(p, law="exp"):
    det = dirac_point(hoppings(deformed(p, delta), law), 1)[1]
    return np.sqrt(2 * det * abs(local_field(p, 1, law=law)) / flux)


# Displacement, strain and elastic equilibrium.
rng = np.random.default_rng(4)
for p in rng.uniform(-R / 2, R / 2, (8, 2)):
    x, y = p
    assert np.allclose(displacement(p), [2*c*x*y, c*(x*x - y*y)], atol=1e-11)
    G = gradient(p)
    assert np.allclose(G, [[2*c*y, 2*c*x], [2*c*x, -2*c*y]], atol=1e-11)
    assert np.allclose(np.linalg.eigvalsh((G + G.T) / 2),
                       2*c*np.hypot(x, y) * np.array([-1, 1]), atol=1e-11)
    lap = sum(displacement(p + s * e) for e in (ex, ey) for s in (1, -1))
    assert np.allclose(lap - 4 * displacement(p), 0, atol=1e-11)

# Unstrained cone: linear expansion of the lattice sum in both valleys.
hbar_v = 1.5 * t * a
for valley in (1, -1):
    q = np.array([2e-5, -3e-5])
    f = -t * np.exp(1j * (delta @ (valley * K + q))).sum()
    target = hbar_v * (valley * q[0] - 1j * q[1])
    assert abs(f - target) < 1e-4 * abs(target)

# Vector potential for arbitrary small uniform strain, both valleys.
for valley in (1, -1):
    for exx, eyy, exy in rng.uniform(-1e-5, 1e-5, (5, 3)):
        strain = np.array([[exx, exy], [exy, eyy]])
        hop = hoppings(delta + delta @ strain)
        A = -flux * (dirac_point(hop, valley)[0] - valley * K)
        formula = -valley*flux*beta/(2*a)*np.array([exx - eyy, -2*exy])
        assert np.linalg.norm(A - formula) < 1e-3 * np.linalg.norm(formula)

# Field: sign, uniformity, laboratory frame and crystal orientation.
B0 = 4 * flux * beta * c / a
B_num = {v: local_field(origin, v) for v in (1, -1)}
B_lab = {v: local_field(origin, v, lab=True) for v in (1, -1)}
for v in (1, -1):
    assert abs(B_num[v] - v * B0) < 1e-3 * B0
    assert abs(B_lab[v] - v * B0) < 1e-3 * B0
    for p in rng.uniform(-R / 2, R / 2, (5, 2)):
        weak = local_field(p, v, cc=c / 100)
        assert abs(weak - v * B0 / 100) < 1e-3 * B0 / 100
    for degrees in (10, 30, 45, 60):
        ph = np.radians(degrees)
        turned = local_field(origin, v, phi=ph)
        assert abs(turned - v * B0 * np.cos(3 * ph)) < 1e-3 * B0

# Continuum Landau levels and the local level scale.
l_B = np.sqrt(flux / B0)
E = [hbar_v * np.sqrt(2 * n) / l_B for n in range(4)]
assert abs(local_E1(origin) / E[1] - 1) < 1e-3
angles = np.linspace(0, 2 * np.pi, 24, endpoint=False)
rim = [R * np.array([np.cos(w), np.sin(w)]) for w in angles]
for p in rim:
    assert abs(local_E1(p, "linear") / E[1] - 1) < 1e-4


def labels(total):
    """All triples of non-negative integers with the given sum."""
    i, j = np.indices((total + 1, total + 1)).reshape(2, -1)
    keep = i + j <= total
    return np.array([i[keep], j[keep], total - i[keep] - j[keep]])


def flake(size):
    """Triangular lattice from the displacement, hopping linear in stretch.
    Returns the B-to-A hopping matrix in units of t, the central B site
    and the strain parameter."""
    cc = 1 / (beta * a * (size + 1))
    B_sites, A_sites = labels(size), labels(size - 1)
    index = np.full((size, size), -1)
    index[A_sites[0], A_sites[1]] = np.arange(A_sites.shape[1])
    rB = delta.T @ B_sites
    uB = displacement(rB, cc)
    rows, cols, values = [], [], []
    for i in range(3):
        change = uB - displacement(rB - delta[i][:, None], cc)
        hop = 1 - beta * (delta[i] @ change) / a**2
        inside = B_sites[i] > 0
        assert np.max(np.abs(hop[~inside])) < 1e-10  # flake is decoupled
        near = B_sites.copy()
        near[i] -= 1
        rows.append(index[near[0, inside], near[1, inside]])
        cols.append(np.flatnonzero(inside))
        values.append(hop[inside])
    shape = (A_sites.shape[1], B_sites.shape[1])
    D = sparse.csr_matrix((np.concatenate(values), (np.concatenate(rows),
                           np.concatenate(cols))), shape=shape)
    third = size // 3
    middle = np.flatnonzero((B_sites[0] == third) & (B_sites[1] == third))[0]
    return D, middle, cc


def flux_weight(cc):
    """Zero-mode weight per B site from one flux density in each valley."""
    return 2 * (1.5 * s3 * a**2) * (4 * beta * cc / a) / (2 * np.pi)


def central_weight(D, middle):
    """Weight of the central B site in the null space of D."""
    chi = D[:, [middle]].toarray().ravel()
    return 1 - chi @ spsolve((D @ D.T).tocsc(), chi)


# Full spectrum of a flake.
N = 60
D60, centre, c_lat = flake(N)
dense = D60.toarray()
levels, modes = np.linalg.eigh(dense.T @ dense)
g = beta * c_lat * a
expected = np.concatenate([np.full(N + 1 - n, 18*g*n*(1 - n*g/2))
                           for n in range(N + 1)])
lattice_error = np.max(np.abs(levels - expected))
assert lattice_error < 1e-9
zero_count = int(np.sum(levels < 1e-8))
assert zero_count == N + 1
assert np.sum(levels > 1e-8) == D60.shape[0]  # no zero mode on A
E1_lattice = np.sqrt(levels[zero_count])
E1_continuum = np.sqrt(2 * 4 * beta * c_lat / a) * hbar_v / t

# Central zero-mode density: finite-size error falls as 1/N.
weight = np.sum(modes[centre, :zero_count]**2)
assert abs(weight - central_weight(D60, centre)) < 1e-9
ratio = {N: weight / flux_weight(c_lat)}
for size in (120, 240):
    D_big, middle, cc = flake(size)
    ratio[size] = central_weight(D_big, middle) / flux_weight(cc)
assert abs(ratio[240] - 1) < 0.6 * abs(ratio[120] - 1)
ratio_limit = (241 * ratio[240] - 121 * ratio[120]) / 120
# The linear extrapolation leaves an error of second order in 1/N.
assert abs(ratio_limit - 1) < 0.005

# Sizes of neglected effects in the example.
B_rim = [local_field(p, 1) for p in rim]
E_rim = [local_E1(p) for p in rim]
t2 = 0.1  # rough second-neighbour hopping, eV
second = np.array([delta[i] - delta[j] for i in range(3)
                   for j in range(3) if i != j])


def scalar_potential(p):
    k = dirac_point(hoppings(deformed(p, delta)), 1)[0]
    length = np.linalg.norm(deformed(p, second), axis=1) / (s3 * a)
    return t2 * np.sum(np.exp(-s3*beta*(length - 1)) * np.cos(second @ k))


V0 = scalar_potential(origin)
V_rim = max(abs(scalar_potential(p) - V0) for p in rim)
V_outer = np.mean([scalar_potential(p / 4) - V0 for p in rim])
V_inner = np.mean([scalar_potential(p / 8) - V0 for p in rim])
assert abs(V_outer / V_inner - 4) < 0.2  # no first-order scalar potential

relax = 0.6                        # rough reduction by sublattice shift
T = 300.0
kT = const.k * T / const.e
shear, bending = 150.0, 1.5        # rough stiffnesses, N/m and eV
stress = 2 * shear * 2 * c * R
wave = 2 * np.pi * np.sqrt(bending * const.e / stress) * 1e9

print(f"bond length a = {a:.3f} nm (rough)")
print(f"hopping t = {t:.2f} eV (rough)")
print(f"beta = {beta:.1f} (rough)")
print(f"strain parameter c = {c:.1e} 1/nm")
print(f"disc radius R = {R:.0f} nm")
print(f"largest displacement = {c * R**2:.2f} nm")
print(f"largest principal strain = {200 * c * R:.2f} %")
print(f"hbar/e = {flux:.3f} T nm^2")
print(f"hbar v = {hbar_v:.4f} eV nm")
print(f"velocity v = {hbar_v * const.e * 1e-9 / const.hbar:.3e} m/s")
print(f"B formula, valley K = {B0:.3f} T")
print(f"B numerical, valley K = {B_num[1]:.3f} T")
print(f"B numerical, valley K' = {B_num[-1]:.3f} T")
print(f"B numerical, lab frame, K = {B_lab[1]:.3f} T")
print(f"B numerical, lab frame, K' = {B_lab[-1]:.3f} T")
print(f"magnetic length = {l_B:.3f} nm")
print(f"R / magnetic length = {R / l_B:.2f}")
print(f"flux quanta per valley in disc = {R**2 / (2 * l_B**2):.1f}")
for n in (1, 2, 3):
    print(f"Landau level E{n} = {1000 * E[n]:.2f} meV")
print(f"spacing E2 - E1 = {1000 * (E[2] - E[1]):.2f} meV")
print(f"lattice flake N = {N}")
print(f"flake beta*c*a = {g:.6f}")
print(f"flake sites on B, A = {D60.shape[1]}, {D60.shape[0]}")
print(f"flake zero modes, all on B = {zero_count}")
print(f"largest error in (E/t)^2 = {lattice_error:.1e}")
print(f"flake E1/t, diagonalized = {E1_lattice:.5f}")
print(f"flake E1/t, continuum = {E1_continuum:.5f}")
print("central zero-mode density / two-valley flux density:")
for size, value in ratio.items():
    print(f"  flake N = {size}: {value:.4f}")
print(f"  extrapolated to infinite N: {ratio_limit:.4f}")
print("Neglected effects in the example:")
print(f"lattice shift of E1^2, relative = {beta * c * a / 2:.2e}")
print(f"rim field, exponential hopping, min = {min(B_rim):.3f} T")
print(f"rim field, exponential hopping, max = {max(B_rim):.3f} T")
print(f"rim E1, exponential hopping, min = {1000 * min(E_rim):.2f} meV")
print(f"rim E1, exponential hopping, max = {1000 * max(E_rim):.2f} meV")
print(f"second-neighbour hopping = {t2:.2f} eV (rough)")
print(f"largest rim scalar shift = {1000 * V_rim:.2f} meV")
print(f"sublattice relaxation factor = {relax:.1f} (rough)")
print(f"B with relaxation = {relax * B0:.2f} T")
print(f"E1 with relaxation = {1000 * np.sqrt(relax) * E[1]:.2f} meV")
print(f"temperature = {T:.0f} K")
print(f"thermal energy kT = {1000 * kT:.2f} meV")
print(f"mobility where mu*B = 1: {1e4 / B0:.0f} cm2/Vs")
print(f"B at 10 degree misorientation = {B0 * np.cos(np.pi / 6):.2f} T")
print(f"shear stiffness = {shear:.0f} N/m (rough)")
print(f"bending stiffness = {bending:.1f} eV (rough)")
print(f"largest rim principal stress = {stress:.2f} N/m")
print(f"free-sheet buckling wavelength at rim = {wave:.2f} nm")
print("all good")
```

Output:

```
bond length a = 0.142 nm (rough)
hopping t = 2.70 eV (rough)
beta = 3.0 (rough)
strain parameter c = 2.0e-04 1/nm
disc radius R = 100 nm
largest displacement = 2.00 nm
largest principal strain = 4.00 %
hbar/e = 658.212 T nm^2
hbar v = 0.5751 eV nm
velocity v = 8.737e+05 m/s
B formula, valley K = 11.125 T
B numerical, valley K = 11.125 T
B numerical, valley K' = -11.125 T
B numerical, lab frame, K = 11.125 T
B numerical, lab frame, K' = -11.125 T
magnetic length = 7.692 nm
R / magnetic length = 13.00
flux quanta per valley in disc = 84.5
Landau level E1 = 105.74 meV
Landau level E2 = 149.53 meV
Landau level E3 = 183.14 meV
spacing E2 - E1 = 43.80 meV
lattice flake N = 60
flake beta*c*a = 0.016393
flake sites on B, A = 1891, 1830
flake zero modes, all on B = 61
largest error in (E/t)^2 = 4.4e-14
flake E1/t, diagonalized = 0.54098
flake E1/t, continuum = 0.54321
central zero-mode density / two-valley flux density:
  flake N = 60: 1.0429
  flake N = 120: 1.0184
  flake N = 240: 1.0087
  extrapolated to infinite N: 0.9989
Neglected effects in the example:
lattice shift of E1^2, relative = 4.26e-05
rim field, exponential hopping, min = 11.456 T
rim field, exponential hopping, max = 11.559 T
rim E1, exponential hopping, min = 106.54 meV
rim E1, exponential hopping, max = 106.67 meV
second-neighbour hopping = 0.10 eV (rough)
largest rim scalar shift = 10.91 meV
sublattice relaxation factor = 0.6 (rough)
B with relaxation = 6.67 T
E1 with relaxation = 81.90 meV
temperature = 300 K
thermal energy kT = 25.85 meV
mobility where mu*B = 1: 899 cm2/Vs
B at 10 degree misorientation = 9.63 T
shear stiffness = 150 N/m (rough)
bending stiffness = 1.5 eV (rough)
largest rim principal stress = 12.00 N/m
free-sheet buckling wavelength at rim = 0.89 nm
all good
```
